# Climbing-image band for a chemisorption barrier: images, modes and cell size

## What symmetry and dimensions fix

A precursor passes from a physisorbed to a chemisorbed state over a saddle of the potential energy $E(R)$. Let $g=\nabla E$, and let $t$ be a unit vector along the path. We want a force on one image that drives it to the saddle. It should be linear in $g$, single out no direction but $t$, and not change under $t\to-t$, since a path has no preferred sense. It should also point downhill across the path. Up to a time scale, the form is then

$$F=-g+b\,(g\cdot t)\,t .$$

Across the path this force is $-g_\perp$, which is downhill. Along the path it is $(b-1)g_\parallel$, which is uphill if $b>1$. The choice $b=2$ reverses the parallel part without changing its size:

$$F=-g+2(g\cdot t)\,t,\qquad |F|^2=|g|^2-4(g\cdot t)^2+4(g\cdot t)^2=|g|^2 .$$

So $F=0$ implies $g=0$: a converged climbing image is a stationary point, however many other images there are. Nothing here says that it is a first-order saddle. That needs the Hessian.

Dimensions fix the form of two errors. A curvature $\lambda$ (eV/nm²) and an image spacing $d$ (nm) combine to an energy $|\lambda|d^2$, the error of a band without climbing. A dipole $p$ and a cell edge $L$ combine to $k_ep^2/L^3$, with $k_e=e^2/4\pi\varepsilon_0=1.440$ eV nm and $p$ in units of $e$ nm. This is the error from replicas in the plane of the surface, when $L$ is the only length of the cell, and adding images does not reduce it.

## The model surface

A rigid precursor at $(x,y,z)$ stands over an $n\times n$ periodic square sheet with spacing $a=0.25$ nm, so $L=na$. Sheet atoms move out of plane by $u_i$. Atom 0 alone can bond. Define

$$h=z-u_0,\qquad s=z-\bar u,$$

where $\bar u$ is the mean displacement of the four neighbours of atom 0. With $e_1=e^{-\alpha(s-s_1)}$, $e_2=e^{-\beta(h-h_0)}$ and $q=2\pi/a$, the physisorbed and bonded energies are

$$V_1=D_1\left[e_1^2-2e_1+\tfrac{\eta}{4}(2-\cos qx-\cos qy)e_1^3\right],$$

$$V_2=\Delta+D_2(e_2^2-2e_2)+\tfrac12k_l(x^2+y^2).$$

A constant coupling $c$ mixes them, and the system follows the lower eigenvalue. With $\delta=(V_2-V_1)/2$ and $r=\sqrt{\delta^2+c^2}$,

$$E=\frac{V_1+V_2}{2}-r+\frac{k_s}{2}\sum_iu_i^2+\frac{k_b}{2}\sum_i(\Lambda u)_i^2+\frac{Sk_e\,p(h)^2}{2L^3}.$$

Here $(\Lambda u)_i$ is the sum of $u_j-u_i$ over the four neighbours, $k_s$ ties the sheet to its substrate, and $k_b$ resists bending. Parallel dipoles side by side repel with energy $k_ep^2/r_{ij}^3$. Half the sum over replicas belongs to each cell, and $S=\sum'(m^2+l^2)^{-3/2}=9.0336$. We take $p=p_0e^{-(h-h_0)/\ell}$.

Since $\partial\delta/\partial V_2=\tfrac12$ and $\partial r/\partial\delta=\delta/r$, the gradient needs only the weights

$$w_2=\frac{\partial E}{\partial V_2}=\frac12\left(1-\frac{\delta}{r}\right),\qquad w_1=1-w_2 .$$

The round parameters are:

- $D_1=0.4$ eV, $\alpha=12$ nm⁻¹, $s_1=0.35$ nm, $\eta=0.1$;
- $D_2=3$ eV, $\beta=15$ nm⁻¹, $h_0=0.20$ nm, $\Delta=2.3$ eV, $k_l=150$ eV/nm²;
- $c=0.25$ eV, $k_s=40$ and $k_b=20$ eV/nm²;
- $p_0=0.05\,e$ nm, $\ell=0.1$ nm, masses 72 u (precursor) and 24 u (sheet node).

## The band

Images $R_0,\dots,R_{M+1}$ join the relaxed minima, and the $M$ interior ones move. On a slope, $t$ points along the link to the higher neighbour. At a local extremum both links enter, weighted by the two energy differences, with the larger weight on the link to the higher neighbour. A non-climbing image feels

$$F_i=-g_i+(g_i\cdot t_i)t_i+k\left(|R_{i+1}-R_i|-|R_i-R_{i-1}|\right)t_i .$$

The first two terms remove the slope along the path, and the spring acts along $t$ alone, so $F_i=0$ gives $g_\perp=0$ and equal spacing. The highest image has no spring and uses the climbing force.

```
relax both end minima; require all Hessian eigenvalues > 0
R = straight line between them + small sideways bow
repeat:
    E, g = energies and gradients of all images
    t    = energy-weighted tangents
    F    = -g + (g.t) t + spring along t
    if warm-up is over:
        j = highest interior image;  F[j] = -g[j] + 2 (g[j].t[j]) t[j]
    stop if max |F| < tolerance
    R = R + step * F
H = mass-weighted Hessian at R[j], by differences of gradients
require exactly one negative eigenvalue
displace both ways along that mode, descend, compare with minima
repeat for more images at fixed cell, then for larger cells
```

Mass weighting changes the frequencies but not the number of negative eigenvalues, because it is a congruence $M^{-1/2}HM^{-1/2}$ with an invertible matrix.

## Stability of the iteration

**Tilting tangents.** On a slope, let an image move sideways by $\epsilon$ while its higher neighbour, at distance $d$, stays put. In components (uphill, sideways), $t\simeq(1,-\epsilon/d)$ and $g=(g_0,C\epsilon)$, where $C$ is the sideways curvature of $E$. To first order $g\cdot t=g_0$, so the sideways force is

$$-C\epsilon+g_0\left(-\frac{\epsilon}{d}\right)=-\left(C+\frac{g_0}{d}\right)\epsilon .$$

The tilt restores the image, but it also stiffens the problem. One explicit step $\tau$ multiplies $\epsilon$ by $1-\tau(C+g_0/d)$, so stability requires

$$\tau\,(C+g_0/d)<2 .$$

On a straight, monotone stretch the sideways force on an image depends, to first order, on the sideways shifts of itself and its higher neighbour, not on that of its lower one. The linear system for these shifts is therefore triangular, and this condition applies image by image.

Estimating $g_0/d$ as $|\Delta E|/d^2$ on the steepest link gives 552 eV/nm² for 5 images and 1398 eV/nm² for 13. With $C\simeq k_l$, a lateral step of $1/300$ nm²/eV gives $702/300=2.3$ for 5 images and is unstable, although it suits the bare surface, where $150/300=0.5$. These figures are a guide, not a safe limit: at the top the tangent uses both links, neighbouring images couple both ways, and the limit can be stricter. For the plain band with 5 images the estimate allows lateral steps up to about $1/350$ nm²/eV, but the actual limit is near $1/620$, so $1/400$ fails as well. The step needs a margin. The results below use $1/1500$ for $x,y$ and $1/5000$ nm²/eV for the other coordinates.

**Climbing.** Near a saddle take curvatures $-A$ along the unstable mode and $B$ across it, with $t$ held fixed at angle $\theta$ to the mode. Then $F=-Jx$, where

$$J=(1-2tt^T)\begin{pmatrix}-A&0\\0&B\end{pmatrix}=\begin{pmatrix}A\cos2\theta&-B\sin2\theta\\A\sin2\theta&B\cos2\theta\end{pmatrix}.$$

The determinant is $AB>0$ and the trace is $(A+B)\cos2\theta$. In this two-dimensional linear problem, with small enough steps, the image converges for $\theta<45^\circ$ and is expelled beyond it. A finite step $\tau$ narrows the range. When the eigenvalues $\mu$ of $J$ are complex, $|1-\tau\mu|^2=1-\tau(A+B)\cos2\theta+\tau^2AB$ must stay below 1. For $A=2678$ and $B=1300$ eV/nm² with $\tau=1/5000$ nm²/eV, the limit is $40^\circ$. Too few images on a curved path can cause such a misalignment.

The eigenvalues $\mu$ of $J$ may be complex, which matters for optimizers with inertia. For $\ddot x+\gamma\dot x+\mu x=0$, the border of stability has $x\propto e^{i\omega t'}$ with real $\omega$, where $t'$ is the iteration time. This gives $\mathrm{Re}\,\mu=\omega^2$ and $\mathrm{Im}\,\mu=-\gamma\omega$. Stability thus needs $(\mathrm{Im}\,\mu)^2<\gamma^2\,\mathrm{Re}\,\mu$, and weak damping can fail where plain descent works.

**Cost.** An iteration takes $M$ gradients. The spacing relaxes like a chain with fixed ends, whose slowest stiffness is $4k\sin^2[\pi/2(M+1)]$. For $k=500$ eV/nm² and $M=13$ this is 25 eV/nm². With $\tau=1/5000$ nm²/eV the error shrinks by 0.5% per step, so a factor $10^4$ takes about $9.2/0.005\simeq1800$ steps. This counts the spacing alone, and the band as a whole can be slower. Linearized about the converged plain band, the full iteration needs about 2200 steps for $M=13$, and about 2100 for $M=6$, where the chain formula gives under 500. A climbing image splits the chain. The count is then about 1200 for both 5 and 13 images, so the chain no longer sets it. That is fewer steps than the plain band needs for 13 images, but more than the 840 it needs for 5. The central-difference Hessian costs $2(n^2+3)$ gradients here, and $6N$ for $N$ freely moving atoms.

## Convergence with image number

Near the saddle the path energy is $E_{TS}-\tfrac12|\lambda|\sigma^2$, with $\sigma$ the distance along the path. In a plain band the nearest image lies at most $d/2$ away, so within this quadratic form the highest image misses the top by at most

$$\frac12|\lambda|\left(\frac d2\right)^2=\frac{|\lambda|d^2}{8}.$$

In the $n=4$ cell $\lambda=-2678$ eV/nm². Five images have $d=0.0294$ nm, which gives $2678\times0.0294^2/8=0.289$ eV. With the cell held fixed, the barriers above the physisorbed minimum are:

| $M$ | plain (eV) | climbing (eV) |
|---|---|---|
| 5 | 0.403 | 0.5715 |
| 7 | 0.477 | 0.5715 |
| 9 | 0.544 | 0.5715 |
| 13 | 0.568 | 0.5715 |

The plain band with 5 images is 0.17 eV too low, and with 13 images 4 meV too low. The second miss is far below its estimate of 59 meV, because the miss depends on where an image happens to fall as well as on $d$. The climbing values differ by less than 1 µeV. Their agreement shows that one stationary point has been located well; it does not show which kind of point it is.

## One imaginary mode, and a band that finds two

At the $n=4$ saddle the Hessian has one negative eigenvalue. Displacing the system by 0.003 nm either way along that mode and descending leads to $z=0.201$ nm and $z=0.349$ nm, the bonded and physisorbed minima. The bonded state lies 0.26 eV below the physisorbed one, so the reverse barrier is $0.57+0.26=0.83$ eV.

Symmetry can defeat the search. Consider diffusion from above atom 0 to above the diagonal neighbour at $(a,a)$, starting from a straight band. The energy is unchanged by $x\leftrightarrow y$, so on the plane $x=y$ the gradient has no component out of the plane. The tangents lie in the plane too, and the band cannot leave it. It passes near the hollow site, where the corrugation is a maximum in both lateral directions. The climbing image converges there, 0.049 eV above the start, with two imaginary modes. This is a stationary point but not a transition state.

The cure is to displace the image along the unstable mode that points out of the plane and relax again, or to begin with a bent band. The band then passes over a neighbouring atom, where there is an intermediate minimum, and the saddle found belongs to one of two hops. The chemisorption bands here started with a sideways bow of 0.02 nm. Their saddle still lies above atom 0, where the lateral curvature is positive.

## Convergence with cell size

**Eliminating the sheet.** At given $h$ and $s$, the sheet enters through its pucker $w=u_0-\bar u=s-h$. Write the sheet energy as $\tfrac12u^TKu$ and the pucker as $b^Tu$, where $b$ is now the vector with 1 on atom 0 and $-\tfrac14$ on its neighbours. Minimizing at fixed $w$ with a multiplier $f$ gives $Ku=fb$. Hence $w=fG$ with $G=b^TK^{-1}b$, and the energy is $\tfrac12f^2G=w^2/2G$.

Plane waves diagonalize $K$. With $\lambda_q=4-2\cos q_x-2\cos q_y$, where $q_x,q_y$ are phases per lattice step, $\Lambda$ has eigenvalue $-\lambda_q$ and $b$ has amplitude $1-\tfrac12(\cos q_x+\cos q_y)=\lambda_q/4$. Therefore

$$G_n=\frac1{n^2}\sum_q\frac{(\lambda_q/4)^2}{k_s+k_b\lambda_q^2}.$$

The uniform mode, $\lambda_q=0$, drops out: the bond pulls atom 0 up and the precursor pushes its neighbours down with equal total force.

**The infinite cell.** The barrier now needs only a surface in $(h,s)$, with $G_\infty=0.002466$ nm²/eV and no replicas. On a grid of 0.001 nm, one raises an energy level until the two basins join, then solves for zero gradient from that grid point. The saddle is at $h=0.2520$ nm and $s=0.2823$ nm.

The energy can be followed by hand. There $V_1=0.228$ and $V_2=0.180$ eV, so $r=0.251$ eV and the lower eigenvalue is $0.204-0.251=-0.047$ eV. The pucker of 0.0302 nm carries a force $f=w/G=12.26$ eV/nm and costs $fw/2=0.185$ eV. With these rounded figures the sum is 0.138 eV; unrounded it is 0.139 eV. The physisorbed minimum is at $-0.429$ eV, so the barrier is about $0.139+0.429=0.568$ eV; unrounded arithmetic gives 0.56855 eV.

**First-order error.** At a stationary point a small change of a parameter shifts the energy by the explicit derivative alone, because the shift of position multiplies a zero gradient. Since $\partial(w^2/2G)/\partial G=-f^2/2$,

$$\delta E_n\simeq\frac{Sk_e}{2L^3}(p_{TS}^2-p_{ph}^2)-\frac12(f_{TS}^2-f_{ph}^2)(G_n-G_\infty).$$

For the dipoles, $p_{TS}=0.05e^{-0.52}=0.0297$ and, with $h\simeq0.349$ nm, $p_{ph}\simeq0.0113\,e$ nm. At $L=1$ nm the first term is $6.504\times7.56\times10^{-4}$ eV, or 4.9 meV. Bands with 7 images in each cell give the errors below, relative to the infinite cell; the last two columns are the two terms of the formula.

| $n$ | barrier (eV) | error (meV) | dipole | elastic |
|---|---|---|---|---|
| 3 | 0.5812 | 12.7 | 11.6 | 1.0 |
| 4 | 0.5715 | 3.0 | 4.9 | −2.0 |
| 5 | 0.5699 | 1.3 | 2.5 | −1.2 |
| 6 | 0.5696 | 1.06 | 1.46 | −0.40 |
| 8 | 0.5692 | 0.65 | 0.61 | 0.03 |

The elastic part changes sign. Over the whole range from $n=4$ to 8 it shrinks by a larger factor than the dipole part, though not in the first step from 4 to 5. Between $n=4$ and 6 the two partly cancel. As a result the barrier changes by 0.27 meV from $n=5$ to 6 while 1.06 meV of error remains, so a small change between successive cells is not a measure of the error.

If the error were purely $L^{-3}$, two cells would remove it:

$$E_\infty=\frac{8^3E_8-6^3E_6}{8^3-6^3}=0.5689\ \text{eV}.$$

This is 0.34 meV too high. The elastic terms account for it: $1.73\times0.031+0.73\times0.395=0.34$ meV. Extrapolation should start from cells whose elastic part has already died out.

## Rate and neglected effects

At 473 K, $k_BT=0.0408$ eV. In the $n=8$ cell the unstable mode is $381i$ cm⁻¹. The harmonic prefactor, the product of the minimum's frequencies divided by that of the saddle's real ones, is $1.8\times10^{11}$ s⁻¹. The rate is

$$1.8\times10^{11}\,e^{-0.5692/0.0408}\simeq1.6\times10^5\ \text{s}^{-1}.$$

This is an estimate for a precursor already over the reactive atom. The lateral barrier between neighbouring sites is only about 0.03 eV, less than $k_BT$, so the precursor moves easily between sites and its lateral motion is not truly harmonic. A rate per adsorbed precursor must include the probability of being at a reactive site.

The coupling $c$ does not decay with height, so the model has no single level for the free precursor: far above atom 0 the energy is about $-c^2/\Delta=-0.027$ eV, and it tends to zero away from that atom. Desorption straight up costs 0.403 eV and leaves the saddle 0.166 eV above the free precursor; measured from the zero level the figures are 0.429 and 0.139 eV. For equal prefactors, chemisorption would be slower than desorption by $e^{-0.166/0.0408}\simeq0.02$ in the first case and $e^{-0.139/0.0408}\simeq0.03$ in the second. The desorption prefactor was not computed.

Several effects left out are small here. The zero-point energies of saddle and minimum differ by 0.5 meV. That is the low-temperature shift of the barrier; at 473 K quantum harmonic partition functions change the rate by less than 0.1%. The leading tunnelling correction, $1+(\hbar|\omega|/k_BT)^2/24$, is 1.06, and the crossover temperature $\hbar|\omega|/2\pi k_B$ is 87 K. The Landau–Zener probability of missing the lower surface in one crossing is $e^{-52}$ if the precursor alone moves, at speed $\sqrt{k_BT/m}$ over a frozen sheet, and $e^{-38}$ at thermal speed along the unstable mode, which moves the sheet as well.

Mutual depolarization matters in small cells. For an assumed polarizability volume $v=0.01$ nm³, the field of the replicas changes each dipole by a fraction of about $vS/L^3$, which is 21% at $n=3$ and 1.1% at $n=8$. This is first order; self-consistently the dipole is divided by $1+vS/L^3$, a reduction of 18% at $n=3$.

## Beside a real surface

The parameters are in the rough regime of a metal alkyl such as trimethylaluminium (72 u) on graphene lying on an oxide, at a common deposition temperature. The bending rigidity $k_ba^2=1.25$ eV is close to that of graphene, roughly 1 to 1.5 eV. The square lattice and the bonded well are modelling choices, and a perfect graphene plane may offer such a precursor no bonded state at all.

Real films break the assumption of an intact plane, since oxide growth on such planes tends to start at defects, edges or added groups. In the model a more reactive site has a lower $\Delta$. To first order the barrier then changes by the difference of $w_2$ between saddle and minimum, $0.548-0.014=0.53$, times the change in $\Delta$. Lowering $\Delta$ by 0.1 eV lowers the barrier by 0.053 eV and speeds the step by $e^{0.053/0.0408}\simeq3.7$ at a fixed prefactor.

A first-principles calculation must add what a rigid precursor omits: distortion of its ligands, contact between replicas in small cells (a metal alkyl is roughly half a nanometre across, against $L=0.75$ nm at $n=3$), and screening by the sheet. It also needs its own convergence in basis, k-points and slab. A cell that is periodic along $z$ as well, with height $L_z$, adds about $-2\pi k_ep^2/(L^2L_z)$ per cell unless a dipole correction removes it. For $L=1$ nm and $L_z=2$ nm this turns the 4.9 meV dipole term into 1.5 meV, and the $L^{-3}$ law no longer holds. An error of 0.1 eV from the electronic-structure method changes the rate at 473 K by a factor of 12, far more than the cell error left at $n=6$.
